# Graphene conductivity from screened charges, weak short-range scatterers and vacancies, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Smooth scatterers: constant and linear laws

### Three responses to the same change

Take a graphene sheet and raise its electron density from $10^{12}$ to $4\times10^{12}\ \mathrm{cm^{-2}}$. If charged impurities limit the current, the calculated conductivity rises from 38.4 to 153.7 in units of $e^2/h$, a factor of 4.00. With weak short-range scatterers it stays at 347. With vacancies it rises from 277 to 822, a factor of 2.97. The electrons are the same in all three cases, so the difference must lie in how each scatterer acts on an electron whose wavelength changes.

These figures belong to a model with round parameters: Dirac velocity $v=10^6$ m/s, bond length $d=0.14$ nm and dielectric constant $\kappa=2.5$. The scatterer densities are $5\times10^{11}\ \mathrm{cm^{-2}}$ for charges, $10^{12}\ \mathrm{cm^{-2}}$ for weak scatterers and $10^{11}\ \mathrm{cm^{-2}}$ for vacancies. The vacancies are missing sites in a lattice with nearest-neighbour hopping only. Gaussian units are used.

### Electrons and their current

Near one Dirac point the Hamiltonian is $\hbar v\,\boldsymbol\sigma\cdot\mathbf k$, where the two spinor components are the amplitudes on the two sublattices. For $\mathbf k=k(\cos\varphi,\sin\varphi)$ the state of energy $E=+\hbar vk$ has the spinor

$$u_\varphi=\frac1{\sqrt2}\begin{pmatrix}1\\ e^{i\varphi}\end{pmatrix},$$

because $\boldsymbol\sigma\cdot\mathbf k$ turns $(1,e^{i\varphi})$ into $k(e^{-i\varphi}e^{i\varphi},e^{i\varphi})$. Two such states whose directions differ by $\theta$ have the squared overlap

$$|u_{\varphi'}^\dagger u_\varphi|^2=\left|\frac{1+e^{i\theta}}2\right|^2=\frac{1+\cos\theta}2 .$$

This is the chirality factor. It vanishes for backscattering, $\theta=\pi$.

Two spins and two valleys give $n=4\pi k_F^2/(2\pi)^2=k_F^2/\pi$. The density of states is $D=dn/dE=2k/(\pi\hbar v)$.

Let an electric field $\mathcal E$ point along $x$. The force is $-e\mathcal E$, and $\partial f_0/\partial k_x=\hbar v\cos\varphi\,\partial f_0/\partial E$. The steady linearized Boltzmann equation for $f=f_0+f_1$ is therefore

$$-e\mathcal E v\cos\varphi\,\frac{\partial f_0}{\partial E}=-\int d\theta\,W(\theta)\,[f_1(\varphi)-f_1(\varphi+\theta)] .$$

The Pauli factors have dropped out because $f(1-f')-f'(1-f)=f-f'$ for elastic scattering. Try $f_1\propto\cos\varphi$. In $\cos(\varphi+\theta)=\cos\varphi\cos\theta-\sin\varphi\sin\theta$ the second term integrates to zero, since $W$ is even. The right side becomes $-f_1/\tau$, with $1/\tau=\int W(\theta)(1-\cos\theta)\,d\theta$, and so $f_1=e\mathcal Ev\tau\cos\varphi\,\partial f_0/\partial E$.

The current is the sum of $-ev\cos\varphi\,f_1$. The angular average of $\cos^2\varphi$ is $1/2$, and at zero temperature $-\partial f_0/\partial E$ selects the Fermi level. Hence

$$\sigma=\frac{e^2v^2D\tau}2=\frac{e^2k_Fv\tau}{\pi\hbar}=\frac{2e^2}h\,k_Fv\tau .$$

With the mean free path $\ell=v\tau$, this reads $\sigma=(2e^2/h)k_F\ell$. The description needs $k_F\ell\gg1$.

### The simplest scatterer

Let each impurity have a potential $V(\mathbf r)$ that is equal on both sublattices and smooth on the scale of the lattice. It then keeps the electron in its valley. Put $V(q)=\int V e^{-i\mathbf q\cdot\mathbf r}d^2r$, with $q=2k\sin(\theta/2)$. For impurities at independent random positions the interference terms average out, so rates add. To first order in $V$ (the Born approximation) the golden rule gives

$$\frac1\tau=\frac{2\pi n_i}\hbar\int\!\frac{d^2k'}{(2\pi)^2}|V(q)|^2\,\frac{1+\cos\theta}2(1-\cos\theta)\,\delta(\hbar vk-\hbar vk').$$

The radial integral gives $k/(\hbar v)$, and the two angular factors combine into $\tfrac12\sin^2\theta$:

$$\frac1\tau=\frac{n_ik}{4\pi\hbar^2v}\int_0^{2\pi}|V(q)|^2\sin^2\theta\,d\theta .$$

If the range is much shorter than $1/k_F$, then $V(q)$ is the constant $V_0=\int V\,d^2r$. The integral is $\pi V_0^2$, so

$$\frac1\tau=\frac{n_ikV_0^2}{4\hbar^2v},\qquad \sigma_{\rm weak}=\frac{e^2}h\,\frac{8(\hbar v)^2}{n_iV_0^2}.$$

The rate grows as $k$ because the number of final states does. This growth cancels the factor $k_F$ in $\sigma$, and the density disappears.

In the example $\hbar v=0.658$ eV nm, $V_0=1$ eV nm² and $n_i=0.01\ \mathrm{nm^{-2}}$. This gives $8\times0.433/0.01\approx347$.

To see what chirality does, remove the overlap. The angular integral $\int\frac12\sin^2\theta\,d\theta=\pi/2$ becomes $\int(1-\cos\theta)\,d\theta=2\pi$. The rate would be four times larger and $\sigma$ four times smaller. The constant law would survive, so chirality sets the prefactor here and not the power of $n$.

### Charges: what the carriers do to the potential

A charge $\pm e$ in the plane has the bare potential energy $\pm2\pi e^2/(\kappa q)$. The carriers respond to the total potential $V$ with a density change $-\Pi(q)V(q)$, which creates a potential of its own:

$$V=\pm\frac{2\pi e^2}{\kappa q}-\frac{2\pi e^2}{\kappa q}\Pi V
\quad\Rightarrow\quad V=\pm\frac{2\pi e^2}{\kappa q+2\pi e^2\Pi(q)} .$$

This is linear screening in the random-phase approximation. For a slowly varying potential the local Fermi level shifts by $-V$, so $\Pi=D$. But transport uses every $q$ up to $2k_F$, so the value of $\Pi$ there has to be found.

First-order perturbation theory mixes $(s,\mathbf k)$ with $(s',\mathbf k')$, where $\mathbf k'=\mathbf k+\mathbf q$ and $s,s'=\pm$ label the bands. The mixing amplitude is proportional to $V/(E_s-E_{s'}')$. Adding the induced density of all occupied states, and relabelling the conjugate term, gives

$$\Pi=-4\sum_{ss'}\int\!\frac{d^2k}{4\pi^2}\,\frac{1+ss'\cos\beta}2\,\frac{f_s(k)-f_{s'}(k')}{E_s(k)-E_{s'}(k')} ,$$

where $\beta$ is the angle between $\mathbf k$ and $\mathbf k'$.

**Undoped sheet.** The lower band is full and the upper one empty. Two equal interband terms remain:

$$\Pi_0=\frac1{\pi^2\hbar v}\int d^2k\,\frac{1-\cos\beta}{k+k'} .$$

Use elliptic coordinates, $k=\frac q2(\cosh\mu+\cos\nu)$ and $k'=\frac q2(\cosh\mu-\cos\nu)$, whose area element is $kk'\,d\mu\,d\nu$. The law of cosines gives $2kk'(1-\cos\beta)=q^2-(k-k')^2=q^2\sin^2\nu$. Therefore

$$\Pi_0=\frac1{\pi^2\hbar v}\,\frac q2\int_0^\infty\!\frac{d\mu}{\cosh\mu}\int_0^{2\pi}\!\sin^2\nu\,d\nu=\frac1{\pi^2\hbar v}\,\frac q2\,\frac\pi2\,\pi=\frac q{4\hbar v}.$$

**Added electrons.** They fill the upper band for $k<k_F$. The two occupation factors contribute equally, as exchanging the two states shows. The sum over $s'$ is

$$\frac12\left[\frac{1+\cos\beta}{k-k'}+\frac{1-\cos\beta}{k+k'}\right]=\frac{k+k'\cos\beta}{k^2-k'^2}=-\frac{2k+q\cos\phi}{q^2+2kq\cos\phi},$$

where $\phi$ is the angle between $\mathbf k$ and $\mathbf q$. Thus

$$\Delta\Pi=\frac2{\pi^2\hbar v}\int_0^{k_F}\!k\,dk\int_0^{2\pi}\!d\phi\left[\frac1{2k}+\frac{4k^2-q^2}{2kq\,(q+2k\cos\phi)}\right].$$

Poles are taken as principal values. They are absent from the full expression, where $f-f'$ vanishes with the denominator. With $y=\tan(\phi/2)$,

$$\int_0^{2\pi}\!\frac{d\phi}{q+2k\cos\phi}=\int_{-\infty}^{\infty}\!\frac{2\,dy}{(q+2k)+(q-2k)y^2}.$$

For $2k<q$ this is $2\pi/\sqrt{q^2-4k^2}$. For $2k>q$ the antiderivative is a multiple of $\ln|(y_0+y)/(y_0-y)|$, where $\pm y_0$ are the poles. It vanishes at both ends, so the principal value is zero. For $q\le2k_F$ we are left with

$$\Delta\Pi=\frac2{\pi\hbar v}\left[k_F-\int_0^{q/2}\!\sqrt{1-\frac{4k^2}{q^2}}\,dk\right]=\frac2{\pi\hbar v}\left[k_F-\frac{\pi q}8\right]=D-\frac q{4\hbar v}.$$

The last term cancels $\Pi_0$, so $\Pi=D$ for every elastic momentum transfer. Beyond $2k_F$ this is no longer so: a numerical integration over both bands at a temperature of $0.02\,E_F/k_B$ gives $1.26\,D$ at $q=3k_F$. To first order in the potential, elastic scattering does not reach that region.

### Charges: the conductivity

With $\Pi=D$ and $\alpha=e^2/(\kappa\hbar v)$,

$$|V|=\frac{2\pi e^2}{\kappa(q+q_{TF})},\qquad q_{TF}=\frac{2\pi e^2D}\kappa=4\alpha k_F .$$

Both $q$ and $q_{TF}$ scale with $k_F$. Writing $b=2\alpha$, we have $q+q_{TF}=2k_F[\sin(\theta/2)+b]$, so $|V|=\pi\alpha\hbar v/\{k_F[\sin(\theta/2)+b]\}$. Inserting this in the rate gives

$$\frac1\tau=\frac{\pi n_i\alpha^2v}{4k_F}J,\qquad J=\int_0^{2\pi}\!\frac{\sin^2\theta\,d\theta}{[\sin(\theta/2)+b]^2},$$

$$\sigma_{\rm ch}=\frac{2e^2}h\,\frac{4k_F^2}{\pi n_i\alpha^2J}=\frac{e^2}h\,\frac{8}{\alpha^2J}\,\frac n{n_i}.$$

The squared potential falls as $1/k_F^2$ while the density of states grows as $k_F$. The lifetime grows as $k_F$, and $\sigma$ is linear in $n$.

To evaluate $J$, set $x=\sin(\theta/2)$. Then $J=16\int_0^1x^2\sqrt{1-x^2}\,(x+b)^{-2}dx$. Define

$$I=\int_0^1\frac{\sqrt{1-x^2}}{x+b}dx,\qquad S=\int_0^1\frac{dx}{(x+b)\sqrt{1-x^2}} .$$

From $1-x^2=(b-x)(b+x)+1-b^2$ follows $I=\pi b/2-1+(1-b^2)S$. For $b>1$, putting $x=\cos\chi$ and then using $\tan(\chi/2)$ gives $S=\arccos(1/b)/\sqrt{b^2-1}$. Hence $I'(b)=\pi/2-bS-1/b$. Since $x^2/(x+b)^2=1-2b/(x+b)+b^2/(x+b)^2$,

$$\frac J{16}=\frac\pi4-2bI-b^2I'=\frac\pi4+3b-\frac{3\pi b^2}2+b(3b^2-2)S .$$

For $b<1$ the same formula holds with $S=\operatorname{arcosh}(1/b)/\sqrt{1-b^2}$.

In the example $e^2=1.440$ eV nm, so $\alpha=1.440/(2.5\times0.658)=0.875$ and $J=0.544$. At $n=10^{12}\ \mathrm{cm^{-2}}$ the ratio $n/n_i$ is 2, and $\sigma=16/(0.766\times0.544)\,e^2/h=38.4\,e^2/h$.

A limit connects the two laws. For $b\gg1$, formally, $J\to\pi/b^2$ and $\sigma_{\rm ch}\to(e^2/h)\,32n/(\pi n_i)$. In this limit the potential is $V_0=1/D$. Put into the short-range formula, it gives $8(\hbar v)^2D^2/n_i=32n/(\pi n_i)$, the same result. A screened charge can thus act as a short-range scatterer, but one whose strength falls as carriers are added. Suppose instead that a metal plane lies at a distance $\lambda$ much smaller than both $1/k_F$ and $1/q_{TF}$. The image charge turns the bare potential into $(2\pi e^2/\kappa q)(1-e^{-2q\lambda})\approx4\pi e^2\lambda/\kappa$, and the carriers hardly change it. This is independent of $q$ and $n$, so in this limit the constant law would return. The limit is formal for the example, where $1/q_{TF}$ is 1.6 nm at $10^{12}\ \mathrm{cm^{-2}}$ and 0.8 nm at $4\times10^{12}\ \mathrm{cm^{-2}}$. With screening by the carriers kept, $\sigma$ between these densities still grows as about $n^{0.7}$ for $\lambda=1$ nm and $n^{0.4}$ for $\lambda=0.33$ nm.

The linear law also assumes charges in the plane; a distance $z$ brings in a factor $e^{-qz}$ and a new length. Since $\alpha$ is not small here, the prefactor is only a leading-order estimate, and it misses the sign of the charge. Full phase shifts for a linearly screened point charge, which also need $\Pi(q)$ beyond $2k_F$, give, at $10^{12}\ \mathrm{cm^{-2}}$, about 56 for charges that repel the electrons and about 16 for charges that attract them, instead of 38.4 for both. For a point charge the linear law survives, because the potential in units of $\hbar vk_F$ depends only on $k_Fr$. Interband screening is essential here. At large $q$, where $\Pi\to q/(4\hbar v)$, it reduces the strength of the $1/r$ core from $\alpha=0.875$ to $\alpha/(1+\pi\alpha/2)=0.37$, below the value $1/2$ above which the result would depend on the lattice even for a point charge. If the potential is held constant within one bond length of the charge, the two values become about 60 and 20, and the growth with $n$ is slightly faster than linear.

## Part 2. Vacancies: the logarithmic law and its limits

### What is carried over

From Part 1 we need $n=k_F^2/\pi$, the density of states $D=2k/(\pi\hbar v)$ for all spins and valleys, and $\sigma=(2e^2/h)k_Fv\tau$. The spinor has amplitude of modulus $1/\sqrt2$ on each sublattice. Weak smooth scatterers gave $\sigma_{\rm weak}=(e^2/h)\,8(\hbar v)^2/(n_iV_0^2)$. Charges gave $\sigma_{\rm ch}=(e^2/h)\,8n/(\alpha^2Jn_i)$. The symbol $n_i$ is the density of whichever scatterer is discussed, and $d$ is the bond length.

Weak smooth short-range scatterers thus give a conductivity independent of $n$, while screened charges in the plane give one proportional to $n$. It remains to derive the law for vacancies, find its limits and combine all three kinds of scatterer.
